# Recoil Drift and the Stability of Ion-Bombarded Surfaces, part 1

(Sections cited here and not found follow in the second part.)

## First half: from recoil displacement to surface evolution

A broad ion beam strikes a nearly flat solid. Each ion sets atoms in motion, and on average these recoils end up further along the beam direction. The Carter–Vishnyakov model asks what this drift does to small undulations of the surface.

The surface is \(z=h(x,y,t)\), with the solid below it. The beam travels along the unit vector

\[
\mathbf b=(\sin\theta,\,0,\,-\cos\theta),
\]

where \(\theta\) is the incidence angle from the mean surface normal and \(x\) runs along the projected beam. The ion flux \(J\) is measured through a plane perpendicular to the beam. Each ion moves \(N\) atoms of volume \(\Omega\) by a mean distance \(d\) along \(\mathbf b\). In this half \(N\) and \(d\) are constants, independent of the local angle, and sputtering is left out. Slopes are small, and undulations are long compared with both \(d\) and the depth reached by the ions. Subscripts \(x\) and \(y\) on \(h\) denote derivatives.

A term \(Ch_{xx}\) in \(\partial h/\partial t\) smooths when \(C>0\), because \(h_{xx}\) is negative on a crest and positive in a trough.

### (a) How many ions arrive on a tilted piece of surface?

Find the local incidence angle \(\varphi\), and the arrival rate per unit surface area and per unit horizontal area.

**Solution.** The outward unit normal is

\[
\mathbf n=\frac{(-h_x,\,-h_y,\,1)}{w},\qquad w=\sqrt{1+h_x^2+h_y^2}.
\]

The local angle is measured between \(\mathbf n\) and the direction back towards the source, \(-\mathbf b\). Therefore

\[
\cos\varphi=-\mathbf b\cdot\mathbf n=\frac{\cos\theta+h_x\sin\theta}{w}.
\]

A unit of surface area presents the area \(\cos\varphi\) to the beam and receives \(J\cos\varphi\) ions per unit time. A unit of horizontal area carries the surface area \(w\), so it receives

\[
Jw\cos\varphi=J(\cos\theta+h_x\sin\theta).
\]

Where \(h_x>0\) the surface rises in the direction of beam travel. It faces the beam and catches more ions. The expression requires every part of the surface to be lit, hence \(\cos\theta+h_x\sin\theta>0\). Near grazing incidence, slopes turned away from the beam must therefore be very small.

### (b) What current do the recoils carry along the surface?

Assume that the damaged layer keeps constant density, and that it relaxes along its local normal when atoms are pushed into it. Find the surface current \(\mathbf j\), the number of atoms crossing unit length of a line on the surface per unit time.

**Solution.** Split the displacement \(d\,\mathbf b\) into parts normal and tangential to the surface. The normal part would compress the material below. At constant density that compression cannot persist, and the assumed relaxation along the normal cancels it. The tangential part remains:

\[
d\,[\mathbf b-(\mathbf b\cdot\mathbf n)\mathbf n]
=d\,(\mathbf b+\mathbf n\cos\varphi).
\]

Its squared length, divided by \(d^2\), is

\[
1+2\cos\varphi\,(\mathbf b\cdot\mathbf n)+\cos^2\varphi
=1-2\cos^2\varphi+\cos^2\varphi=\sin^2\varphi ,
\]

so the atoms move a distance \(d\sin\varphi\) along the surface.

Draw a line on the surface perpendicular to this motion. The atoms that cross it start within \(d\sin\varphi\) upstream. Atoms are set in motion at the rate \(NJ\cos\varphi\) per unit area, so the current has magnitude \(JNd\cos\varphi\sin\varphi\). With its direction included,

\[
\mathbf j=JNd\cos\varphi\,(\mathbf b+\mathbf n\cos\varphi),
\qquad |\mathbf j|=\frac{JNd}{2}\sin2\varphi .
\]

The current vanishes at normal incidence, where there is no tangential motion, and at grazing incidence, where no ions arrive. It is largest in between, at \(\varphi=45^\circ\).

### (c) How does this current change the height?

The current flows on a tilted surface, while \(h\) is defined over the horizontal plane. Derive the conservation law for \(h\).

**Solution.** Take a fixed region of the horizontal plane with a counterclockwise boundary. A boundary step \((dx,dy)\) lifts to the surface step

\[
d\boldsymbol\ell=(dx,\,dy,\,h_xdx+h_ydy).
\]

The vector \(d\boldsymbol\ell\times\mathbf n\) is tangent to the surface, points outward, and has the length of the step. The outflow through the step is thus \(\mathbf j\cdot(d\boldsymbol\ell\times\mathbf n)\). With \(dh=h_xdx+h_ydy\), the cross product is

\[
w\,(d\boldsymbol\ell\times\mathbf n)=
(dy+h_ydh,\;-dx-h_xdh,\;h_xdy-h_ydx).
\]

Since \(\mathbf j\) is tangent to the surface, \(j_z=h_xj_x+h_yj_y\). The factor multiplying \(j_x\) in the scalar product is

\[
dy+h_y(h_xdx+h_ydy)+h_x(h_xdy-h_ydx)
=(1+h_x^2+h_y^2)\,dy=w^2dy .
\]

The factor multiplying \(j_y\) is

\[
-dx-h_x(h_xdx+h_ydy)+h_y(h_xdy-h_ydx)=-w^2dx .
\]

After division by \(w\), the outflow is \(w(j_xdy-j_ydx)\). This is the outflow of the plane vector \(w\mathbf j_h\), where \(\mathbf j_h=(j_x,j_y)\). Each atom carries the volume \(\Omega\), and the divergence theorem gives

\[
\frac{\partial h}{\partial t}=-\Omega\,\nabla\cdot(w\,\mathbf j_h).
\]

### (d) When does the drift smooth the surface?

Expand to first order in the slopes. Find the coefficients of \(h_{xx}\) and \(h_{yy}\), and the angle at which either changes sign.

**Solution.** From (a), \(w\cos\varphi=\cos\theta+h_x\sin\theta\). Since \(w\) differs from 1 at second order, the remaining factors are, to first order,

\[
b_x+n_x\cos\varphi=\sin\theta-h_x\cos\theta,\qquad
b_y+n_y\cos\varphi=-h_y\cos\theta .
\]

Multiply and keep first-order terms:

\[
\frac{wj_x}{JNd}=(\cos\theta+h_x\sin\theta)(\sin\theta-h_x\cos\theta)
=\sin\theta\cos\theta+h_x(\sin^2\theta-\cos^2\theta),
\]

\[
\frac{wj_y}{JNd}=-h_y\cos^2\theta .
\]

The constant in the first line has no divergence. Because \(\sin^2\theta-\cos^2\theta=-\cos2\theta\), the conservation law becomes

\[
\boxed{\frac{\partial h}{\partial t}=C_0\left[\cos(2\theta)\,h_{xx}+\cos^2\theta\,h_{yy}\right],\qquad C_0=J\Omega Nd .}
\]

The coefficient along the projected beam is positive below \(45^\circ\), zero at \(45^\circ\) and negative above it. The coefficient across the beam stays positive up to grazing incidence. At normal incidence both equal \(C_0\), as symmetry about the beam requires.

For a surface that varies along \(x\) alone, the slope need not be small. Then \(\varphi=\theta-\arctan h_x\) and \(wj_x=(JNd/2)\sin2\varphi\). Differentiation gives

\[
\frac{\partial h}{\partial t}=-C_0\cos(2\varphi)\,\varphi_x
=C_0\cos(2\varphi)\frac{h_{xx}}{1+h_x^2}.
\]

The local angle decides. At \(\theta=45^\circ\), \(\cos2\varphi=\sin(2\arctan h_x)\approx2h_x\), so the leading term is \(2C_0h_xh_{xx}\). Slopes facing the beam then have a positive local coefficient and slopes turned away a negative one, although the linear coefficient is zero.

### (e) Which two effects compete?

Identify the origin of each part of \(\cos2\theta=\cos^2\theta-\sin^2\theta\). What would follow if atoms kept their full horizontal displacement \(d\sin\theta\)?

**Solution.** The part \(\cos^2\theta\) comes from \(-h_x\cos\theta\) in the tangential displacement. A rising slope turns the surface towards facing the beam, which shortens the forward motion along it. Fewer atoms are carried uphill than would be on a flat surface, and downhill slopes pass more. This fills troughs.

The part \(-\sin^2\theta\) comes from \(h_x\sin\theta\) in the arrival rate. A rising slope catches more ions and sends more atoms forward, towards the crest. This builds crests. The effects balance at \(45^\circ\).

If the full horizontal displacement were kept, the first effect would be absent. The horizontal current would be \(JNd(\cos\theta+h_x\sin\theta)\sin\theta\), and the coefficient of \(h_{xx}\) would be \(-C_0\sin^2\theta\). It is negative at every oblique angle. The change of sign therefore rests on the relaxation assumed in (b), as well as on the forward motion of recoils.

### (f) How fast does a 50 nm ripple change?

Take values of the order met in broad-beam ion polishing near 1 keV: a current density of 0.10 mA/cm², \(\Omega=0.020\) nm³, \(N=25\) and \(d=0.40\) nm. These are rough typical values, not data for a particular material. Follow a ripple with its wavevector along \(x\) for 60 s at 30°, 45° and 60°. Also estimate the error made by treating \(d\) as very short.

**Solution.** For singly charged ions the flux is \(J=6.242\) ions/(nm² s), so

\[
C_0=6.242\times0.020\times25\times0.40=1.248\ \text{nm}^2/\text{s}.
\]

Insert \(h=\varepsilon(t)\cos kx\), for which \(h_{xx}=-k^2h\). The amplitude obeys

\[
\varepsilon(t)=\varepsilon(0)\exp[-C_0\cos(2\theta)k^2t].
\]

Here \(k=2\pi/50=0.1257\) nm⁻¹. At 30° the coefficient is \(1.248\times0.5=0.624\) nm²/s and the decay rate is \(0.624\times0.1257^2=0.00986\) s⁻¹. After 60 s the amplitude is multiplied by \(e^{-0.59}=0.55\). At 45° it is unchanged. At 60° the rate has the opposite sign and the amplitude grows by a factor 1.81. With all else fixed, \(J\) and \(t\) enter through the fluence \(Jt\), here \(3.7\times10^{16}\) ions/cm².

For the finite hop, use \(h=\varepsilon e^{ikx}\). An atom starting at \(x\) lands at \(x+D\), with \(D=d(\sin\theta-h_x\cos\theta)\). Its contribution to the Fourier component of the height is proportional to \(e^{-ikx}(e^{-ikD}-1)\). Set \(q=kd\sin\theta\). To first order,

\[
e^{-ikD}=e^{-iq}(1+ikd\cos\theta\,h_x).
\]

Multiplication by the arrival rate \(J(\cos\theta+h_x\sin\theta)\) gives the first-order terms

\[
Jh_x\left[\sin\theta(e^{-iq}-1)+ikd\cos^2\theta\,e^{-iq}\right].
\]

Put \(h_x=ikh\), multiply by \(N\Omega\) and take the real part of the rate. The coefficient of \(h_{xx}\) becomes

\[
C_0\left[\cos^2\theta\cos q-\sin^2\theta\,\frac{\sin q}{q}\right]
\approx C_0\left[\cos2\theta-q^2\left(\frac{\cos^2\theta}{2}-\frac{\sin^2\theta}{6}\right)\right].
\]

At 45°, \(q=0.0355\) and the correction is \(-C_0q^2/6=-0.0003\) nm²/s. A direct count, in which ions were traced to a 50 nm ripple and atoms moved by 0.40 nm, gave this same value and a sign change at 44.99°. At 30° the count gave 0.6239 nm²/s, against 0.6242 from the short-hop formula. Repeating the 30° count with the full horizontal displacement gave −0.3120 nm²/s, in agreement with \(-C_0\sin^2 30^\circ\).

## Second half: effects that move the sign change

The first half used a beam at angle \(\theta\) from the mean normal, with \(x\) along its projection, flux \(J\), atomic volume \(\Omega\), and \(N\) recoils per ion displaced by \(d\) along the beam direction \(\mathbf b\). The local incidence angle on a surface varying along \(x\) is \(\varphi=\theta-\arctan h_x\). Constant \(N\) and \(d\) gave the coefficient \(C_0\cos2\theta\) for \(h_{xx}\), with \(C_0=J\Omega Nd=1.248\) nm²/s in the example. Its sign changes at 45°. The example has \(J=6.242\) ions/(nm² s), \(\Omega=0.020\) nm³ and a ripple of wavelength 50 nm, for which \(k=0.1257\) nm⁻¹.

The following parts add effects that the drift model leaves out. They treat surfaces varying along \(x\), so they make no claim about corrections across the beam.

### (g) What if fewer recoils remain at oblique incidence?

Let the effective number of recoils be \(Ng(\varphi)\). Find the new coefficient. Then estimate \(g\) for recoils distributed as a spherical Gaussian of width \(\sigma=1.2\) nm, centred a distance \(a=2.4\) nm along the beam from the entry point. Count the part inside a locally flat solid and leave \(d\) unchanged.

**Solution.** The current along the surface is now \(JNd\,g(\varphi)\sin\varphi\cos\varphi\). To first order \(\varphi=\theta-h_x\), and the slope-dependent part of the current is

\[
-JNd\,h_x\frac{d}{d\theta}[g(\theta)\sin\theta\cos\theta].
\]

Its negative divergence, multiplied by \(\Omega\), gives the coefficient

\[
C_g(\theta)=C_0\frac{d}{d\theta}[g\sin\theta\cos\theta]
=C_0\left[g\cos2\theta+\tfrac12g'\sin2\theta\right].
\]

At 45° this equals \(C_0g'/2\). The sign change stays there when \(g'(45^\circ)=0\), a weaker condition than constant \(g\). If \(g\) falls with angle, the coefficient is already negative at 45°.

For the Gaussian, the depth of a recoil along the inward normal has mean \(a\cos\theta\) and standard deviation \(\sigma\). The fraction at positive depth is

\[
g(\theta)=\Phi(u),\qquad u=\frac{a\cos\theta}{\sigma},
\]

where \(\Phi\) is the cumulative normal distribution. By the chain rule,

\[
g'(\theta)=-\frac{a\sin\theta}{\sigma}\,\frac{e^{-u^2/2}}{\sqrt{2\pi}} .
\]

At 45°, \(u=1.414\), \(g=0.921\) and \(g'=-1.414\times0.1468=-0.208\) per radian. The coefficient is \(1.248\times(-0.208)/2=-0.130\) nm²/s instead of zero. The root of \(C_g\) lies near 42°.

This is an estimate of lost recoils, not a collision calculation. A change of \(d\) with angle could be included in \(g\) as well, since the current contains the product \(Nd\).

### (h) How does sputtering respond to curvature?

Use the same Gaussian for the deposited energy, and assume that local erosion is proportional to the energy density reaching the surface. The sputtering yield at normal incidence is \(Y_0=1.0\) atom per ion. Find the added coefficient of \(h_{xx}\).

Recoil drift with constant \(N\) and \(d\) changes from smoothing to roughening along the projected beam at 45°, and the estimated loss of recoils at oblique incidence lowers that angle to about 42°. The sputtering question just posed remains to be solved, followed by stress-driven flow, surface tension and the combined effect on the sign change.
